Photon polarization vectors from a reference spinor, with tree-level Compton scattering, part 2

A photon of null momentum k is given polarization vectors ε± that depend on an arbitrary null reference vector r with k·r ≠ 0. The question is whether r affects physical results; a program tests the formulas.

The metric is g = diag(+1, −1, −1, −1). To a four-vector v belong the matrices

M(v) = v⁰ + v¹σ¹ + v²σ² + v³σ³ and M̄(v) = v⁰ − v¹σ¹ − v²σ² − v³σ³.

With v̸ = v_μγ^μ in the chiral representation, M̄(v) is the upper-right block and M(v) the lower-left. If M = αβᵀ,

M̄α = 0 and βᵀM̄ = 0.   (6)

A null p with polar angle θ and azimuth φ has M(p) = λ_p λ_p†, where

λ_p = √(2p⁰) (cos(θ/2), e^{iφ} sin(θ/2)).   (4)

With λ̃ = λ*, ⟨ab⟩ = λ_{a1}λ_{b2} − λ_{a2}λ_{b1} and [ab] = ⟨ba⟩*,

2p·q = ⟨pq⟩[qp] = |⟨pq⟩|².   (8)

The vectors obey k·ε± = r·ε± = 0, ε₋ = ε₊*, ε₊·ε₋ = −1 and

M(ε₊) = √2 λ_r λ̃_kᵀ / ⟨rk⟩.   (11)

The questioner expected the polarization sum P^{μν} to be −g^{μν}; instead

Σ_h ε_h^μ ε_h^{ν*} = −g^{μν} + (k^μr^ν + r^μk^ν)/(k·r).   (12)

Let ω = k⁰ and let n be the unit three-vector along the photon. The choice r = k̄ = ω(1, −n), the radiation gauge, gives ε⁰ = 0 and

P^{ij} = δ_{ij} − n_i n_j.   (13)

Replacing r by r′ at fixed λ_k gives

ε₊^μ(k,r′) − ε₊^μ(k,r) = η k^μ,   η = √2⟨rr′⟩ / (⟨rk⟩⟨r′k⟩),   (14)

while ε₋ shifts by η*k, and

|η|² = r·r′ / ((r·k)(r′·k)).   (15)

For r = k̄ and r′ at angle δ to the photon,

|ε₊⁰(r′)|² = (1 + cos δ)/(2(1 − cos δ)),   |ε₊⁰(r′)| = cot(δ/2)/√2.   (17)

For r = k̄, rotation by φ about n multiplies ε₊* by e^{−iφ}; at first order this reads i n×ε₊* = +ε₊*. So ε₊*, not ε₊, is the polarization vector of a wave of helicity +1.

Q. Then the label is backwards.

A. It refers to an outgoing photon. In the mode expansion of the field, the annihilation operator comes with e^μe^{−ik·x} and the creation operator with e^{μ*}e^{+ik·x}, where e is the polarization vector of the wave. An absorbed photon contributes e to an amplitude and an emitted one contributes e*. For helicity +1, e = ε₊*, so the emitted photon contributes ε₊. The rule is that ε± is the factor for an outgoing photon of helicity ±1, and ε±* = ε∓ is the factor for an incoming one.

For a general r, (14) gives ε(r) = ε(k̄) + ηk, and the time component fixes η = ε⁰(r)/ω. Hence ε(r) − (ε⁰(r)/ω)k = ε(k̄) for every r. The transverse part, which carries the fields and the helicity, does not depend on the reference. The program tests this identity, the rotation phase with an explicit 3×3 rotation matrix, and the cross-product form.

Q. Free fields are one thing. Show me that r drops out of a scattering amplitude.

A. An amplitude is linear in the polarization vector, ε_μ𝓜^μ, and by (14) it changes by ηk_μ𝓜^μ. It is independent of r when k_μ𝓜^μ = 0, which is the Ward identity. I prove it for tree-level Compton scattering, e(p) + γ(k) → e(p′) + γ(k′), taking the QED Feynman rules as given. Momenta are measured in units of m_e c, so that the mass m equals 1 and the amplitude 𝓜/e² is a pure number; I keep the letter m visible. With the overall phase dropped, with ε the factor of the incoming photon and ε′ that of the outgoing one, 𝓜/e² = S + U, where

S = ū′ ε̸′(p̸ + k̸ + m)ε̸ u / (2p·k),   U = − ū′ ε̸(p̸ − k̸′ + m)ε̸′ u / (2p·k′).   (18)

From here on U is the u-channel diagram. The denominators are (p+k)² − m² = 2p·k and (p−k′)² − m² = −2p·k′. The external spinors obey (p̸ − m)u = 0 and ū′(p̸′ − m) = 0, and p + k = p′ + k′.

Replace ε′ by k′ and ε by an arbitrary vector v. In S write p + k = p′ + k′ and k̸′ = (p̸′ + k̸′ − m) − (p̸′ − m). The second piece vanishes on ū′. The first multiplies the numerator to (p+k)² − m² = 2p·k, which cancels the denominator. In U write k̸′ = (p̸ − m) − (p̸ − k̸′ − m). The first piece vanishes on u. The second gives −[(p−k′)² − m²] = +2p·k′. So

S(ε′→k′) = +ū′v̸u,   U(ε′→k′) = −ū′v̸u.   (19)

Now replace ε by k and ε′ by v. In S write k̸ = (p̸ + k̸ − m) − (p̸ − m); the second piece vanishes on u and the first gives 2p·k, leaving +ū′v̸u. In U write p − k′ = p′ − k and k̸ = (p̸′ − m) − (p̸′ − k̸ − m); the first piece vanishes on ū′ and the second gives +2p·k′, leaving −ū′v̸u. In both cases the sum is zero for every v.

A change of the outgoing reference therefore moves S by +η ū′ε̸u and U by −η ū′ε̸u. For outgoing helicity − read η* for η. Each diagram depends on r wherever this shift is non-zero, and the sum never does. The proof used on-shell electrons, momentum conservation, the same mass inside and outside, and both diagrams with the relative sign in (18). If any of these is dropped, the cancellation shown here is lost. One must also use the same reference for a given photon in all diagrams, while different photons may have different references.

Q. Does that rescue my −g^{μν}?

A. Under a stated condition. Write 𝓜 = ε′_νε_μ𝓜^{νμ}. The sum of |𝓜|² over both helicities contracts 𝓜^{νμ}𝓜^{ρσ*} with one tensor (12) on the indices ν, ρ and another on μ, σ. The extra terms of the first contain k′_ν or k′_ρ and vanish by (19). After that replacement the index ν runs over all four values, including non-transverse ones. The extra terms of the second tensor contain k_μ or k_σ, and dropping them requires k_μ𝓜^{νμ} = 0 for every ν. That is why I proved the identity for arbitrary v. In a theory where the identity held only for a transverse partner, the second replacement would not be justified. For a single diagram of (18) the replacement is not justified at all. The program tests (19) and its partner with a random complex v, the independence of all sixteen amplitudes from random references, and the equality of the helicity sum with the −g contraction, at eight random energies and angles.

Q. Put in numbers.

A. Take round kinematics: an electron at rest, p = (1, 0, 0, 0), and a photon with ħω = m_e c² along z, k = (1, 0, 0, 1), scattered through θ = 60° in the xz plane. All momenta are in m_e c = 2.73092×10⁻²² kg m/s. The condition (p + k − k′)² = m² gives p·k − p·k′ − k·k′ = 0, that is m(ω − ω′) = ωω′(1 − cos θ), so

ω′ = ω/(1 + (ω/m)(1 − cos θ)) = 1/1.5 = 0.6667.

Then k′ = (0.6667, 0.5774, 0, 0.3333), p′ = (1.3333, −0.5774, 0, 0.6667), 2p·k = 2 and 2p·k′ = 1.3333.

I change the reference of the outgoing photon from r₁ = k̄′ = (0.6667, −0.5774, 0, −0.3333) to r₂ = k. The vector r₁ has polar angle 120° and azimuth 180°. Equation (4) gives, in (m_e c)^{1/2},

λ_{k′} = (1.0000, 0.5774),   λ_{r₁} = (0.5774, −1.0000),   λ_{r₂} = (1.4142, 0).

The brackets, in m_e c, are

⟨r₁r₂⟩ = 0.5774×0 − (−1)(1.4142) = 1.4142,

⟨r₁k′⟩ = 0.5774×0.5774 − (−1)(1) = 1.3333,

⟨r₂k′⟩ = 1.4142×0.5774 − 0 = 0.8165.

Half their squares are the dot products r₁·r₂ = 1.0000, r₁·k′ = 0.8889 and r₂·k′ = 0.3333 in (m_e c)², as (8) requires.

The components follow from the matrix by ε⁰ = ½(M₁₁+M₂₂), ε³ = ½(M₁₁−M₂₂), ε¹ = ½(M₁₂+M₂₁) and ε² = (M₂₁−M₁₂)/(2i). For r₁, (11) gives the prefactor √2/1.3333 = 1.0607 times [[0.5774, 0.3333], [−1, −0.5774]]. Then ε⁰ = 0, ε³ = 1.0607×0.5774 = 0.6124, ε¹ = 1.0607×(−0.3333) = −0.3536 and ε² = 1.0607×(−1.3333)/(2i) = 0.7071i. For r₂ the matrix is (√2/0.8165) times [[1.4142, 0.8165], [0, 0]], so M₁₁ = 2×1.2247, M₁₂ = 1.4142 and the lower row is zero. The two vectors are

ε₊(k′,r₁) = (0, −0.3536, 0.7071i, 0.6124),

ε₊(k′,r₂) = (1.2247, 0.7071, 0.7071i, 1.2247).

Both have norm −1: for the first −0.3536² − 0.7071² − 0.6124², for the second 1.2247² − 0.7071² − 0.7071² − 1.2247². Their difference is (1.2247, 1.0607, 0, 0.6124). From (14),

η = 1.4142×1.4142/(1.3333×0.8165) = 1.8371 per m_e c,

and 1.8371×(0.6667, 0.5774, 0, 0.3333) reproduces the difference to the rounding of the inputs. Equation (15) gives |η|² = 1/(0.8889×0.3333) = 3.375. In SI units |η| = 1.8371/(2.73092×10⁻²² kg m/s) = 6.727×10²¹ s/(kg m). The time component 1.2247 is cot(30°)/√2, as (17) predicts with δ = θ. For the 00 component of (12) with r₂, the left side is 2×1.2247² = 3.000 and the right side is −1 + 2×0.6667×1/0.3333 = 3.000, far from −g⁰⁰ = −1. The numerical check this text prints η under the name c.

Q. And the diagrams?

A. The incoming photon has helicity + and reference k̄. With λ_k = (√2, 0) and λ_k̄ = (0, √2), one has ⟨k̄k⟩ = −2, and the only non-zero element of (11) is M₂₁ = −√2. So ε₊ = (0, −0.7071, 0.7071i, 0), and the incoming factor is its conjugate, ε = (0, −0.7071, −0.7071i, 0), with M(ε) = −√2[[0, 1], [0, 0]].

For the electron take u(p) = (p̸ + m)u₀/√(2(E+m)) with u₀ = (ξ, ξ) and ξ a unit two-spinor. It obeys the Dirac equation because (p̸ − m)(p̸ + m) = 0. Using (p̸ + m)² = 2m(p̸ + m), ū₀u₀ = ū₀γ⁰u₀ = 2 and ū₀γ^iu₀ = 0, one finds ūu = 2m. The upper and lower halves are u_L = (m + M̄(p))ξ/√(2(E+m)) and u_R = (m + M(p))ξ/√(2(E+m)); at rest with m = 1 both equal ξ. Spin up and down mean ξ = (1, 0) and (0, 1). For a matrix X with blocks X_ur at upper right and X_ll at lower left,

ū′Xu = u′_R† X_ur u_R + u′_L† X_ll u_L,

because γ⁰ exchanges the halves of u′.

First the shift. As ε⁰ = 0, M̄(ε) = −M(ε), so ū′ε̸u = (u′_L − u′_R)†M(ε)ξ, and u′_L − u′_R = −2(p′·σ)ξ′/√(2(E′+m)) with the three-vector of p′. For spin up M(ε)ξ = 0, so ε̸u = 0 and nothing shifts. For spin down M(ε)ξ = −√2(1, 0), and the element of p′·σ between ξ′† = (0, 1) and (1, 0) is p′¹ + ip′² = −0.5774. Then

ū′ε̸u = −2(−0.5774)(−1.4142)/√(2(1.3333 + 1)) = −0.7559 m_e c,

η ū′ε̸u = 1.8371×(−0.7559) = −1.3887.

Next U with r₁. Here p·ε′ = 0, so (p̸ + m)ε̸′u = 2p·ε′u − ε̸′(p̸ − m)u = 0 and U = +ū′ε̸k̸′ε̸′u/(2p·k′). The upper-right block of ε̸k̸′ε̸′ is M̄(ε)M(k′)M̄(ε′). It vanishes, because M(k′) ends in λ̃_{k′}ᵀ, and M(ε′) has λ̃_{k′}ᵀ as its right factor, so (6) applies. The lower-left block is M(ε)M̄(k′)M(ε′). Acting on spin down, M(ε′)ξ = 1.0607×0.5774×λ_{r₁} = 0.6124 λ_{r₁}. The lower row of M̄(k′) is (−0.5774, 1.0000), so the lower component of M̄(k′)λ_{r₁} is −0.3333 − 1 = −1.3333. The matrix M(ε) moves it to the upper position with a factor −√2. Finally u′_L†(1, 0) = +0.5774/√(2(1.3333 + 1)). Together,

U(r₁) = [0.5774/√(2(1.3333 + 1))] × (−1.4142)(−1.3333) × 0.6124 / 1.3333 = 0.2315.

The program evaluates (18) with 4×4 matrices and finds, for helicity + → + and spin down → down,

r₁:  S = 1.3887,  U = 0.2315,  sum = 1.6202,

r₂:  S = 0.0000,  U = 1.6202,  sum = 1.6202.

S has moved by −1.3887 and U by +1.3887, as (19) demands.

Q. The zero looks suspicious. Is it an accident of your numbers?

A. It is exact. The incoming vector has p·ε = 0, so (p̸ + m)ε̸u = 0 as before and S = ū′ε̸′k̸ε̸u/(2p·k). The upper-right block is M̄(ε′)M(k)M̄(ε). With reference k, M(ε′) is proportional to λ_kλ̃_{k′}ᵀ, so (6) gives M̄(ε′)λ_k = 0, and M(k) begins with λ_k. The lower-left block is M(ε′)M̄(k)M(ε). The incoming factor is ε₋(k, k̄), whose matrix is proportional to λ_kλ̃_k̄ᵀ, and M̄(k)λ_k = 0. Both blocks vanish. For an electron at rest, helicity + → +, incoming reference k̄ and outgoing reference k, S is zero at every energy, every angle θ ≠ 0 and every spin. It follows that S(r₁) = −η ū′ε̸u = 1.3887, which accounts for the remaining entry. The freedom in r can thus remove a diagram from the calculation.

Q. What about the unpolarized sum?

A. Averaging over the initial spin and helicity and summing over the final ones, the quantity ¼Σ|𝓜/e²|² equals 2.833333 by the helicity sum with r₁, by the helicity sum with r₂ and by the −g contraction. As a cross-check, the Klein–Nishina bracket gives

2(ω′/ω + ω/ω′ − sin²θ) = 2(0.6667 + 1.5000 − 0.7500) = 2.8333.

That closed form is not derived here; the program tests it against the helicity sum at this point and at the eight random ones. For S alone the three prescriptions disagree: 2.8333 with r₁, 1.3333 with r₂ and 5.3333 with −g.

Q. Stop there. S alone with r₁ gives 2.8333, the full answer. Does the u-channel diagram contribute nothing in the radiation gauge?

A. It contributes, since U(r₁) = 0.2315 in the amplitude above. The equality is a coincidence of these kinematics, and it can be derived. The spin sum is needed first. Summing u₀ū₀ over the two ξ gives unit matrices in all four blocks, which is 1 + γ⁰. With γ⁰(p̸ + m) = 2E − (p̸ − m)γ⁰ one has (p̸ + m)γ⁰(p̸ + m) = 2E(p̸ + m), so (p̸ + m)(1 + γ⁰)(p̸ + m) = 2(E + m)(p̸ + m) and Σuū = p̸ + m.

With both photons in the radiation gauge the polarization sums are the tensors (13), which two real orthonormal transverse vectors reproduce equally well. Take real ε and ε′ with ε·ε = ε′·ε′ = −1 and p·ε = p·ε′ = 0. Then S = ū′ε̸′k̸ε̸u/(2p·k), the conjugate has the matrices in reverse order, and

Σ_spins |S|² = tr[(p̸′ + m) ε̸′k̸ε̸ (p̸ + m) ε̸k̸ε̸′] / (2p·k)².

Work outwards from the middle. Since ε̸ anticommutes with p̸ and ε̸ε̸ = −1, ε̸(p̸ + m)ε̸ = p̸ − m. Since k̸k̸ = 0, k̸(p̸ − m)k̸ = 2p·k k̸. Next ε̸′k̸ε̸′ = 2(k·ε′)ε̸′ + k̸. The trace of a single γ matrix is zero and tr(a̸b̸) = 4a·b, so the trace is 2p·k × 4[2(k·ε′)(p′·ε′) + p′·k]. Momentum conservation gives p′·ε′ = (p + k − k′)·ε′ = k·ε′, and (p′ − k)² = (p − k′)² gives p′·k = p·k′ = mω′. So

Σ_spins |S|² = 2[2(k·ε′)² + mω′]/(mω).

The sum over ε gives a factor 2. The sum over ε′ uses (13), Σ(k·ε′)² = ω² sin²θ, and doubles the second term. Dividing by 4,

¼Σ|S|² = 2[(ω/m) sin²θ + ω′/ω].

At our point this is 2(0.7500 + 0.6667) = 2.8333, the printed value. It equals the Klein–Nishina bracket when (ω/m) sin²θ = ω/ω′ − sin²θ. Inserting ω/ω′ = 1 + (ω/m)(1 − cos θ), the right side is cos²θ + (ω/m)(1 − cos θ). Moving the last term to the left and using sin²θ − 1 + cos θ = cos θ(1 − cos θ),

(ω/m) cos θ (1 − cos θ) = cos²θ.

This holds at θ = 90° and on the curve (ω/m)(1 − cos θ) = cos θ. The point ω = m, cos θ = ½ lies on that curve. There the summed |U|² and the summed interference term cancel each other. Away from these angles the two expressions differ; at θ = 180°, for instance, the left side is −2ω/m and the right side is 1.

Q. So what is left of my arbitrary ingredient?

A. It survives in ε⁰, in the component of ε along the photon direction, in the polarization sum (12) and in single diagrams such as S. In each of these it enters through ηk, and an amplitude linear in ε is independent of r only if it vanishes when ε is replaced by k. For the Compton amplitude that test is (19), and it has to be made on the complete set of diagrams. The program and its printed output follow.

Computed results

```
m_e c = 2.73092e-22 kg m/s; theta = 60.0 deg
p = (1.0000, 0.0000, 0.0000, 0.0000) m_e c
k = (1.0000, 0.0000, 0.0000, 1.0000) m_e c
k' = (0.6667, 0.5774, 0.0000, 0.3333) m_e c
p' = (1.3333, -0.5774, 0.0000, 0.6667) m_e c
r1=kbar' = (0.6667, -0.5774, 0.0000, -0.3333) m_e c
r2=k = (1.0000, 0.0000, 0.0000, 1.0000) m_e c
lambda_k' = (1.0000+0.0000i, 0.5774+0.0000i) (m_e c)^1/2
lambda_r1 = (0.5774+0.0000i, -1.0000+0.0000i) (m_e c)^1/2
lambda_r2 = (1.4142+0.0000i, 0.0000+0.0000i) (m_e c)^1/2
<r1 r2> = 1.4142+0.0000i m_e c
<r1 k'> = 1.3333+0.0000i m_e c
<r2 k'> = 0.8165+0.0000i m_e c
r1.r2, r1.k', r2.k' = (1.0000, 0.8889, 0.3333) (m_e c)^2
2p.k, 2p.k' = (2.0000, 1.3333) (m_e c)^2
dimensionless polarization vectors:
eps+(k',r1) = (0.0000+0.0000i, -0.3536+0.0000i, 0.0000+0.7071i, 0.6124+0.0000i)
eps+(k',r2) = (1.2247+0.0000i, 0.7071+0.0000i, 0.0000+0.7071i, 1.2247+0.0000i)
difference = (1.2247+0.0000i, 1.0607+0.0000i, 0.0000+0.0000i, 0.6124+0.0000i)
eps+.eps- for r1, r2 = -1.0000+0.0000i, -1.0000+0.0000i
incoming eps+(k,kbar)* = (0.0000+0.0000i, -0.7071+0.0000i, 0.0000-0.7071i, 0.0000+0.0000i)
sum^00 for r2: 3.0000; -1+2k'0 r0/(k'.r) = 3.0000
c = 1.8371+0.0000i 1/(m_e c); |c|^2 = 3.3750 1/(m_e c)^2
|c| = 6.7271e+21 s/(kg m)
ubar' eps-slash u (down->down) = -0.7559+0.0000i m_e c
M/e^2, helicity + -> +, spin down -> down (dimensionless):
c * ubar' eps-slash u = -1.3887+0.0000i
r1: s = 1.3887+0.0000i, u = 0.2315+0.0000i, sum = 1.6202+0.0000i
r2: s = 0.0000+0.0000i, u = 1.6202+0.0000i, sum = 1.6202+0.0000i
(1/4) sum |M/e^2|^2 (dimensionless):
helicity sum r1 = 2.833333, r2 = 2.833333
-g contraction = 2.833333; Klein-Nishina bracket = 2.833333
w'/w = 0.6667, w/w' = 1.5000, sin^2 = 0.7500
s diagram alone: r1 = 2.8333, r2 = 1.3333, -g = 5.3333
```
